\section*{Field acceleration from linear-ramp breakdown of a low-k dielectric}

\section*{Question}

I have an exercise on the breakdown of a porous SiCOH dielectric between copper lines. The voltage is ramped linearly until the dielectric fails, at three ramp rates. The breakdown fields are

\begin{center}
\begin{tabular}{cc}
Ramp rate $R$ (MV/cm/s) & Breakdown field $E_b$ (MV/cm)\\
0.01 & 5.50\\
0.1 & 6.00\\
1 & 6.50
\end{tabular}
\end{center}

I am told that the life at constant field is $\tau(E)=A\,e^{-\gamma E}$ and that damage is cumulative. I have to find $\gamma$.

My attempt was to take the time to breakdown, $t_b=E_b/R$, as the life at the field $E_b$, and to plot $\ln t_b$ against $E_b$. The slope gives $\gamma=4.44$ cm/MV. But the sample spent most of that time at fields well below $E_b$, so I doubt that this is right. A friend says the answer is simply 2, because one decade of rate costs half a MV/cm. Who is right, and how far can the result be trusted at the much lower field of normal operation?

\section*{Answer}

Your doubt is justified: $t_b$ is not a life at $E_b$. Your friend's number is correct in other units. Both points follow from writing down the damage during the ramp.

\subsection*{Damage during a ramp}

``Cumulative damage'' means that a short time $dt$ at field $E$ uses up the fraction $dt/\tau(E)$ of the life, whatever happened before. Failure occurs when the fractions add up to one:
\begin{equation}
D=\int_0^{t_b}\frac{dt}{\tau(E(t))}=1 .
\label{eq:damage}
\end{equation}
At constant field this gives $t_b=\tau(E)$, as it must. I assume that the ramp starts from zero field, that it is continuous, and that all ramps use identical structures at the same temperature.

With $E=Rt$ we have $dt=dE/R$, and
\begin{align}
D&=\frac{1}{RA}\int_0^{E_b}e^{\gamma E}\,dE
=\frac{e^{\gamma E_b}-1}{\gamma RA}=1 .
\label{eq:ramp}
\end{align}
Hence $e^{\gamma E_b}=1+\gamma RA$, or
\begin{equation}
E_b=\frac{1}{\gamma}\ln(1+\gamma RA).
\label{eq:eb}
\end{equation}
Now differentiate with respect to $\ln R$, using $d/d\ln R=R\,d/dR$:
\begin{equation}
\frac{dE_b}{d\ln R}
=\frac{1}{\gamma}\,\frac{\gamma RA}{1+\gamma RA}
=\frac{1-e^{-\gamma E_b}}{\gamma}.
\label{eq:slope}
\end{equation}
The last step replaces $1+\gamma RA$ by $e^{\gamma E_b}$. If $e^{-\gamma E_b}\ll1$, the slope is $1/\gamma$. A decade of ramp rate is an increase of $\ln10$ in $\ln R$, so the rise per decade is
\begin{equation}
\Delta E=\frac{\ln 10}{\gamma}
\qquad\Longrightarrow\qquad
\gamma=\frac{\ln10}{\Delta E}.
\label{eq:gamma}
\end{equation}

Your data rise by $0.50$ MV/cm per decade, so
\begin{equation*}
\gamma=\frac{2.3026}{0.50\ \text{MV/cm}}=4.605\ \text{cm/MV}.
\end{equation*}
The neglected term is $e^{-\gamma E_b}=1.0\times10^{-11}$ at the lowest breakdown field, so the approximation costs nothing here.

Your friend's 2 is $\gamma/\ln10=2.00$ decades of life per MV/cm. It is the coefficient in $\tau=A\,10^{-2.00E}$, with $E$ in MV/cm, and must not be put into $e^{-\gamma E}$.

The prefactor follows from \eqref{eq:ramp} and the middle ramp. Since $\gamma E_b=12\ln10$ there,
\begin{equation*}
A=\frac{e^{\gamma E_b}-1}{\gamma R}
\simeq\frac{10^{12}}{4.605\times0.1\ \text{s}^{-1}}
=2.17\times10^{12}\ \text{s}.
\end{equation*}
This is the life extrapolated to zero field, a fitting constant and not a measured life. With these values of $\gamma$ and $A$, numerical integration of \eqref{eq:damage} in time returns breakdown at 5.5000, 6.0000 and 6.5000 MV/cm for the three rates.

\subsection*{Why your plot gives a smaller value}

The fraction of the total damage done in the last interval $\delta$ of field is
\begin{equation*}
\frac{e^{\gamma E_b}-e^{\gamma(E_b-\delta)}}{e^{\gamma E_b}-1}
=\frac{1-e^{-\gamma\delta}}{1-e^{-\gamma E_b}} ,
\end{equation*}
where numerator and denominator were divided by $e^{\gamma E_b}$. For $\delta=0.50$ MV/cm, $e^{-\gamma\delta}=1/10$, so 90\% of the damage falls in the last half MV/cm. This also explains the rule \eqref{eq:gamma}. A tenfold faster ramp spends a tenth of the time in each field interval, and the damage rate must be ten times higher to compensate.

The middle ramp lasts $6.00/0.1=60$ s. From \eqref{eq:ramp}, the constant-field life at its breakdown field is
\begin{equation*}
\tau(E_b)=A e^{-\gamma E_b}
=\frac{1-e^{-\gamma E_b}}{\gamma R}
\simeq\frac{1}{\gamma R}=2.17\ \text{s}.
\end{equation*}
The whole ramp is thus worth 2.17 s at 6.00 MV/cm, not 60 s.

A constant factor between $t_b$ and $\tau(E_b)$ would not alter the slope of your plot, but this factor is not constant. For $\gamma RA\gg1$, equation \eqref{eq:eb} gives $\ln R=\gamma E_b-\ln(\gamma A)$, and therefore
\begin{align*}
\ln t_b&=\ln E_b-\ln R=\ln E_b-\gamma E_b+\ln(\gamma A),\\
-\frac{d\ln t_b}{dE_b}&=\gamma-\frac{1}{E_b}.
\end{align*}
At 6 MV/cm this is $4.605-0.167=4.438$ cm/MV, which is your value. The correct time to plot is $1/R$, up to a constant factor.

\subsection*{When the simple rule fails}

If breakdown comes so early that $e^{-\gamma E_b}$ is not small, two ramps have to be compared through \eqref{eq:ramp} itself. Dividing the two conditions eliminates $A$:
\begin{equation}
\frac{e^{\gamma E_2}-1}{e^{\gamma E_1}-1}=\frac{R_2}{R_1}.
\label{eq:two}
\end{equation}
Suppose weak samples fail at $E_1=0.25$ and $E_2=0.75$ MV/cm for rates in the ratio 10. The rise is again 0.50 MV/cm. Put $y=e^{\gamma E_1}$, so that $e^{\gamma E_2}=y^3$. Then $y^3-1=10(y-1)$. Dividing by $y-1$, which removes the root $\gamma=0$, leaves
\begin{equation*}
y^2+y+1=10,\qquad
y=\frac{-1+\sqrt{37}}{2}=2.541,\qquad
\gamma=\frac{\ln y}{0.25\ \text{MV/cm}}=3.73\ \text{cm/MV}.
\end{equation*}
The rule \eqref{eq:gamma} would have given 4.605, which is 23\% above the true value of this case. The sign is general within the model: by \eqref{eq:slope} the slope is below $1/\gamma$, so the simple rule overestimates $\gamma$. In the opposite limit, $\gamma RA\ll1$, equation \eqref{eq:eb} becomes $E_b\simeq RA$. The sample then fails after the time $A$ whatever the rate, and the ramp says little about field acceleration.

\subsection*{Scatter between samples}

Real samples do not all fail at $D=1$. Let the surviving fraction be $\exp(-D^\beta)$, a Weibull law, with $\beta$ independent of field. Your fields are then read as characteristic fields, at which $D=1$ and 63.2\% of the samples have failed.

The quantity $u=D^\beta$ at failure is distributed with density $e^{-u}$. Setting $D=u^{1/\beta}$ on the left of \eqref{eq:ramp}, and dropping the 1 beside the large exponential, gives
\begin{equation*}
E_b\simeq\frac{1}{\gamma}\left[\ln(\gamma RA)+\frac{1}{\beta}\ln u\right].
\end{equation*}
The random term does not contain $R$. The entire distribution shifts rigidly with $\ln R$, so means, medians and characteristic fields all give the same $\gamma$.

To find the width, note that $\langle e^{s\ln u}\rangle=\int_0^\infty u^s e^{-u}du=\Gamma(1+s)$. The variance of $\ln u$ is the second derivative of $\ln\Gamma(1+s)$ at $s=0$, which is $\sum_{n\ge1}1/n^2=\pi^2/6$. Hence the standard deviation of $E_b$ is
\begin{equation*}
\sigma=\frac{\pi}{\sqrt6\,\beta\gamma}=0.186\ \text{MV/cm}
\qquad\text{for }\beta=1.5 .
\end{equation*}

For three rates one decade apart, the least-squares rise per decade is half the difference between the outer means. With $N$ samples per rate its variance is $\tfrac14(2\sigma^2/N)=\sigma^2/(2N)$. For $N=20$ the standard error is $0.186/\sqrt{40}=0.029$ MV/cm. Since $\gamma\propto1/\Delta E$, the relative errors are equal to first order, and the standard error of $\gamma$ is $4.605\times0.029/0.50=0.27$ cm/MV. With such samples and sample means you would report $4.6\pm0.3$ cm/MV. The error depends on the estimator: characteristic fields from a maximum-likelihood Weibull fit with a common $\beta$ use the data better and give about $0.22$ cm/MV.

\subsection*{Can you extrapolate to operating field?}

The ramps measure how the life changes near 6 MV/cm. They do not establish that the exponential law continues to low field. To see how serious this is, fit two other laws to your two outer points and compare.

For any life law, define $F(E)=\int_0^E dE'/\tau(E')$. The ramp condition is $F(E_b)=R$.

\emph{Power law}, $\tau=BE^{-n}$. Here $F=E^{n+1}/[(n+1)B]$, so $E_b\propto R^{1/(n+1)}$. The outer ramps give
\begin{equation*}
n+1=\frac{\ln100}{\ln(6.50/5.50)}=27.57,\qquad n=26.57 .
\end{equation*}
The middle field is the geometric mean, $\sqrt{5.50\times6.50}=5.979$ MV/cm. The local acceleration, $-d\ln\tau/dE=n/E$, is 4.43 cm/MV at 6 MV/cm.

\emph{Root law}, $\tau=Be^{-g\sqrt E}$. With $E=s^2$ and one integration by parts,
\begin{equation*}
F=\frac1B\int_0^{\sqrt E}2s\,e^{gs}\,ds
=\frac{2}{g^2B}\left[(g\sqrt E-1)e^{g\sqrt E}+1\right].
\end{equation*}
Requiring $F(6.50)/F(5.50)=100$ and solving numerically gives $g=22.12$ (cm/MV)$^{1/2}$. The middle ramp then breaks at 5.989 MV/cm, and the local acceleration $g/(2\sqrt E)$ is 4.52 cm/MV at 6 MV/cm.

So the local acceleration depends only weakly on the law: these three give 4.4 to 4.6 cm/MV. A more strongly curved law moves it further; $\tau=Be^{G/E}$, fitted in the same way, gives $G\simeq153$ MV/cm and $G/E^2=4.25$ cm/MV at 6 MV/cm. The ramps can hardly tell the laws apart. The distinguishing quantity is the middle field minus the average of the outer two, with variance $(1+\tfrac14+\tfrac14)\sigma^2/N$. For 20 samples per rate, using sample means, its standard error is 0.051 MV/cm, whereas the alternative laws predict departures of only about $-0.011$ and $-0.021$ MV/cm.

Now go down to 0.50 MV/cm, a round figure for a low operating field. From 6 MV/cm, the life grows by
\begin{align*}
\text{exponential:}&\quad 2.00\times5.50=11.0\ \text{decades},\\
\text{root:}&\quad 22.12\,(\sqrt6-\sqrt{0.5})/\ln10=16.7\ \text{decades},\\
\text{power:}&\quad 26.57\,\log_{10}12=28.7\ \text{decades}.
\end{align*}
Including the small differences between the fitted lives at 6 MV/cm, the root and power laws predict lives 5.7 and 17.6 decades longer than the exponential law. The exponential law is the most cautious of these three at low field, but your ramps alone cannot choose between them. Constant-field tests at lower fields, carried on for longer times, would separate them better.

\subsection*{What a real structure changes}

Breakdown at several MV/cm and an acceleration of a few cm/MV are reasonable rough sizes for SiCOH between copper lines; very porous or process-damaged films can break down lower. The numbers here are exercise values, not measurements. One assumption that a real structure can break is a uniform, known line spacing. Suppose that you computed the field with a 50 nm space, but that failure occurs where the space is 45 nm, in every sample. The true field is larger by $50/45$. The exponent $\gamma E$ must stay the same, so the true acceleration is smaller:
\begin{equation*}
\gamma_{\text{true}}=4.605\times\frac{45}{50}=4.14\ \text{cm/MV}.
\end{equation*}
More samples will not remove this error, which is larger than the standard error above. Spacing that varies from sample to sample would also add to the scatter.

Temperature matters less if it is well controlled. Let $A\propto\exp(E_a/kT)$ at fixed $\gamma$, with a rough effective activation energy $E_a=0.50$ eV. By \eqref{eq:eb}, for $\gamma RA\gg1$, a change in $\ln A$ moves $E_b$ by that change divided by $\gamma$. If the slowest ramp runs $\Delta T=2$ K hotter than the fastest at $T=398$ K, its breakdown field moves by
\begin{equation*}
\delta E_b\simeq-\frac{E_a\,\Delta T}{kT^2\gamma}=-0.016\ \text{MV/cm}.
\end{equation*}
The rise over the two decades becomes 1.016 MV/cm, and the inferred $\gamma$ falls to $\ln100/1.016=4.53$ cm/MV, a change of under 2\%. The shift is proportional to $E_a$, so $E_a=1.0$ eV would give about 3\%. If $\gamma$ itself varies as $1/T$, as in thermochemical models, $E_a$ must be read as the activation energy at the breakdown field, not at zero field.

For the exercise, then, the answer is $\gamma\simeq4.6$ cm/MV. For a product you would also need the low-field law, and the scaling from a small test structure to a large chip and to a low permitted failure fraction, none of which this calculation contains. The numerical output below lists the main values; the others follow from them by the arithmetic shown.

\section*{Numbers as computed}
\begin{verbatim}
ramp 0.01 MV/cm/s: given 5.50, integrated 5.5000 MV/cm
ramp 0.1 MV/cm/s: given 6.00, integrated 6.0000 MV/cm
ramp 1 MV/cm/s: given 6.50, integrated 6.5000 MV/cm
fitted rise per decade: 0.500 MV/cm
ln(10): 2.3026
inferred gamma: 4.605 cm/MV
life change: 2.00 decades per MV/cm
life prefactor A: 2.171e+12 s
neglected exp(-gamma E) at lowest field: 1.00e-11
exact two-ramp gamma: 4.605170 cm/MV
early breakdown fields: 0.25, 0.75 MV/cm
exact gamma for early breakdown: 3.731 cm/MV
damage in last 0.50 MV/cm: 90.0 %
middle ramp duration: 60.0 s
equivalent time at its breakdown field: 2.17 s
gamma if ramp time is mistaken for life: 4.438 cm/MV
Weibull shape beta: 1.5; specimens per rate: 20
specimen standard deviation: 0.186 MV/cm
standard error of rise per decade: 0.029 MV/cm
standard error of gamma: 0.27 cm/MV
nominal and actual space: 50, 45 nm
gamma corrected for actual space: 4.145 cm/MV
temperature: 398.15 K; slow-ramp excess: 2.0 K
effective activation energy: 0.50 eV
thermal shift of slow-ramp field: -0.0158 MV/cm
gamma inferred with this drift: 4.533 cm/MV
root-law factor: 22.124 (cm/MV)^0.5
power-law exponent: 26.57
middle field, root law: 5.9894 MV/cm
middle field, power law: 5.9791 MV/cm
standard error of middle-field departure: 0.051 MV/cm
local gamma at 6 MV/cm, root law: 4.516 cm/MV
local gamma at 6 MV/cm, power law: 4.428 cm/MV
use field for extrapolation: 0.50 MV/cm
root-law life above exponential-law life: 5.7 decades
power-law life above exponential-law life: 17.6 decades
\end{verbatim}
